# Hubbard–Onsager Kinetic Dielectric Decrement for Stick Ions

Ions drifting in a polar solvent lower its apparent permittivity by

\[
\delta\varepsilon=-\frac{\sigma\tau_D}{\varepsilon_0}\,\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_s},\qquad
\sigma=\sum_i\frac{n_iq_i^2}{6\pi\eta R_i}. \tag{1}
\]

Here \(n_i,q_i,R_i\) are the density, charge and radius of ion species \(i\), \(\eta\) is the solvent viscosity, \(\varepsilon_s\) and \(\varepsilon_\infty\) are its static and high-frequency relative permittivities, and \(\tau_D\) is its Debye relaxation time at fixed field. The effect has two equal halves: the flow around a moving ion turns the polarization that the ion induces, and polarization lagging behind a changing field pushes the ion.

Equation (1) holds to leading order in ion density and in the coupling between ion and solvent polarization. The solvent is an incompressible continuum without inertia, and it sticks to the ions. The ion interior is given the permittivity \(\varepsilon_s\), but no slow polarization. Fields vary as \(e^{-i\omega t}\), and the mean current is \((\sigma-i\omega\varepsilon_0\varepsilon)\mathbf E\), with \(\mathbf E\) the mean Maxwell field. The frequency lies in the window \(\sigma/(\varepsilon_0\varepsilon_s)\ll\omega\ll1/\tau_D\): ion atmospheres cannot follow the field, while the solvent nearly does. The result is the kinetic part of the decrement. Displaced and saturated solvent lowers the permittivity even without ion motion, and that part is separate.

Write \(\Delta=\varepsilon_s-\varepsilon_\infty\), and let \(\mathbf P\) be the slow, orientational polarization. Its departure from local equilibrium is \(\mathbf P^*=\mathbf P-\varepsilon_0\Delta\mathbf E\). A fluid element moves with velocity \(\mathbf v\) and turns at the rate \(\tfrac12\boldsymbol\omega_v\), where \(\boldsymbol\omega_v=\nabla\times\mathbf v\). Debye relaxation in the frame of that element reads

\[
\frac{D\mathbf P}{Dt}-\tfrac12\boldsymbol\omega_v\times\mathbf P=-\frac{\mathbf P^*}{\tau_D},\qquad \frac{D}{Dt}=\partial_t+\mathbf v\cdot\nabla. \tag{2}
\]

Around an ion at rest, with \(\mathbf n=\mathbf r/r\),

\[
\mathbf E_0=\frac{q\,\mathbf n}{4\pi\varepsilon_0\varepsilon_sr^2},\qquad
\mathbf P_0=\varepsilon_0\Delta\mathbf E_0=\frac{\Delta}{\varepsilon_s}\frac{q\,\mathbf n}{4\pi r^2}. \tag{3}
\]

The flow around a stick sphere of velocity \(\mathbf u\) is

\[
\mathbf v=\frac{3R}{4r}\big[\mathbf u+\mathbf n(\mathbf n\cdot\mathbf u)\big]+\frac{R^3}{4r^3}\big[\mathbf u-3\mathbf n(\mathbf n\cdot\mathbf u)\big].
\]

At \(r=R\) the terms along \(\mathbf n\) cancel and \(\mathbf v=\mathbf u\). The last bracket divided by \(r^3\) is \(\nabla(\mathbf u\cdot\mathbf r/r^3)\), which has neither curl nor divergence. In the first bracket, \(\mathbf u/r\) and \(\mathbf r(\mathbf u\cdot\mathbf r)/r^3\) have divergences \(-\mathbf u\cdot\mathbf r/r^3\) and \(+\mathbf u\cdot\mathbf r/r^3\), and each has curl \(\mathbf u\times\mathbf n/r^2\). So the flow is incompressible, with

\[
\boldsymbol\omega_v=\frac{3R}{2r^2}\,\mathbf u\times\mathbf n. \tag{4}
\]

Since \(\nabla^2\mathbf v=-\nabla\times\boldsymbol\omega_v=\tfrac32R\,\nabla(\mathbf u\cdot\mathbf r/r^3)\), the Stokes equation holds with pressure \(p=\tfrac32\eta R\,\mathbf u\cdot\mathbf n/r^2\). On a stick surface the viscous traction is \(\eta\,\boldsymbol\omega_v\times\mathbf n\), so the total traction is

\[
-p\mathbf n+\eta\boldsymbol\omega_v\times\mathbf n
=\frac{3\eta}{2R}\big[-\mathbf n(\mathbf n\cdot\mathbf u)+\mathbf n(\mathbf n\cdot\mathbf u)-\mathbf u\big]=-\frac{3\eta}{2R}\mathbf u .
\]

Multiplied by \(4\pi R^2\), it gives the drag \(-6\pi\eta R\mathbf u\), and hence the conductivity in (1).

For the first half, integrate (2) over the solvent. Its boundaries move with the fluid and its volume elements are conserved, so \(\int (D\mathbf P/Dt)\,dV=\frac{d}{dt}\int\mathbf P\,dV\). For a steady drift at fixed mean field this vanishes. At low frequency it yields the ordinary Debye lag and corrections to the ionic part smaller by \(\omega\tau_D\). What remains, per ion, is

\[
\int\mathbf P^*dV=\tau_D\int\tfrac12\boldsymbol\omega_v\times\mathbf P_0\,dV .
\]

By (3) and (4) the integrand contains \((\mathbf u\times\mathbf n)\times\mathbf n=\mathbf n(\mathbf n\cdot\mathbf u)-\mathbf u\), whose angular average is \(-\tfrac23\mathbf u\). Therefore

\[
\int\mathbf P^*dV=\tau_D\cdot\frac12\cdot\frac{3R}{2}\cdot\frac{\Delta q}{4\pi\varepsilon_s}\cdot4\pi\int_R^\infty\frac{dr}{r^2}\cdot\Big(-\frac23\mathbf u\Big)
=-\frac{\tau_D\Delta}{2\varepsilon_s}\,q\mathbf u. \tag{5}
\]

The radius has cancelled. The flow rolls the radial polarization backwards, against the ionic current.

A sum over spherical shells around one ion needs care, because the convective term falls off only as \(1/r^3\). In the ion's frame \(\mathbf w=\mathbf v-\mathbf u\) vanishes on the ion and tends to \(-\mathbf u\) far away, so

\[
\int(\mathbf w\cdot\nabla)\mathbf P_0\,dV=\oint_\infty(\mathbf w\cdot\mathbf n)\mathbf P_0\,dS=-\frac{\Delta}{3\varepsilon_s}q\mathbf u .
\]

This is not zero because a current \(\mathbf j\) filling a large sphere charges its surface and builds up a field at the rate \(-\mathbf j/(3\varepsilon_0\varepsilon_s)\). Holding the mean field fixed cancels that growth and adds \(+\Delta q\mathbf u/(3\varepsilon_s)\) per ion. The total is zero, as the moving-boundary argument requires.

The displacement in the solvent is \(\mathbf D=\varepsilon_0\varepsilon_\infty\mathbf E+\mathbf P=\varepsilon_0\varepsilon_s\mathbf E+\mathbf P^*\). The extra current of a moving polarized medium is a curl and has no volume average. Averaging \(\mathbf D\) and summing (5) over ions, with \(\sum n_iq_i\mathbf u_i=\sigma\mathbf E\), gives

\[
\langle\mathbf D\rangle=\varepsilon_0\varepsilon_s\mathbf E-\frac{\tau_D\Delta}{2\varepsilon_s}\sigma\mathbf E
\quad\Rightarrow\quad
\delta\varepsilon_1=-\frac{\sigma\tau_D}{2\varepsilon_0}\frac{\Delta}{\varepsilon_s}. \tag{6}
\]

For the second half, let the mean field change slowly. Far from ions, (2) gives

\[
\mathbf P^*=-\tau_D\varepsilon_0\Delta\,\frac{d\mathbf E}{dt} \tag{7}
\]

to first order in \(\omega\tau_D\). This \(\mathbf P^*\) is uniform outside the ion and absent inside it. The hole produces a dipole field \(\delta\mathbf E\), which falls off as \(1/r^3\).

A polarized fluid feels the force density \((\mathbf P_t\cdot\nabla)\mathbf E\), where \(\mathbf P_t\) is the whole polarization, and the torque density \(\mathbf T=\mathbf P_t\times\mathbf E\). Without internal spin inertia, an antisymmetric stress \(\tfrac12\epsilon_{ijk}T_k\) must balance the torque. It adds the force density \(\tfrac12\nabla\times\mathbf T\) and the traction \(\tfrac12\mathbf n\times\mathbf T\). Keep the terms proportional to \(q\mathbf P^*\). The equilibrium part of \(\mathbf P_t\) is parallel to the field and gives no torque, so \(\mathbf T=\mathbf P^*\times\mathbf E_0\). Outside the ion \(\mathbf E_0\) has no divergence and no curl, hence

\[
\tfrac12\nabla\times(\mathbf P^*\times\mathbf E_0)=-\tfrac12(\mathbf P^*\cdot\nabla)\mathbf E_0=-\tfrac12\nabla(\mathbf P^*\cdot\mathbf E_0).
\]

The total force density is then a gradient,

\[
\mathbf f=\nabla\Big[\varepsilon_0(\varepsilon_s-1)\mathbf E_0\cdot\delta\mathbf E+\mathbf P^*\cdot\mathbf E_0-\tfrac12\mathbf P^*\cdot\mathbf E_0\Big]. \tag{8}
\]

A pressure equal to the bracket balances it without any flow. The force on the ion is the total traction over its surface. Because the total stress has no divergence in the solvent, a large concentric sphere gives the same force. There every product containing \(\delta\mathbf E\) vanishes, as \(r^2\cdot r^{-5}\). The electric traction \((\mathbf D\cdot\mathbf n)\mathbf E-\tfrac12\varepsilon_0E^2\mathbf n\) leaves \((\mathbf P^*\cdot\mathbf n)\mathbf E_0\), which the pressure term \(-(\mathbf P^*\cdot\mathbf E_0)\mathbf n\) cancels. The torque terms remain:

\[
\mathbf F=\oint E_0\Big\{\tfrac12\mathbf n(\mathbf n\cdot\mathbf P^*)+\tfrac12\big[\mathbf P^*-\mathbf n(\mathbf n\cdot\mathbf P^*)\big]\Big\}dS
=\frac{q}{\varepsilon_0\varepsilon_s}\Big(\frac16+\frac13\Big)\mathbf P^*
=\frac{q\mathbf P^*}{2\varepsilon_0\varepsilon_s}. \tag{9}
\]

The first term is the pressure set up by the torque, the second the antisymmetric traction. The ion responds with velocity \(\mathbf F/(6\pi\eta R)\), so by (7) the additional current is

\[
\delta\mathbf j=\sum_i\frac{n_iq_i\mathbf F_i}{6\pi\eta R_i}=-\frac{\sigma\tau_D\Delta}{2\varepsilon_s}\frac{d\mathbf E}{dt}. \tag{10}
\]

Compared with \(\varepsilon_0\,\delta\varepsilon_2\,d\mathbf E/dt\), this gives \(\delta\varepsilon_2=\delta\varepsilon_1\), and the sum is (1). With \(K=q\Delta/(2\varepsilon_s)\), the two halves read \(\int\mathbf P^*dV=-\tau_DK\mathbf u\) and \(\mathbf F=-\tau_DK\,d\mathbf E/dt\). The shared coefficient expresses Onsager reciprocity.

The decrement vanishes when \(\varepsilon_\infty\to\varepsilon_s\), because no slow polarization is left to turn. Ion size enters through \(\sigma\) alone at this order. If a change of solvent viscosity alters \(\tau_D\) in proportion to \(\eta\), with permittivities and radii held fixed, the product \(\sigma\tau_D\) stays the same.

Real ions have a lower interior permittivity, which distorts the applied field. Let \(\hat{\mathbf e}\) be the local field for unit mean field along \(\hat{\mathbf z}\), in a medium of local permittivity \(\varepsilon(\mathbf r)\). Let \(\mathbf E_1\) be the field caused by \(\mathbf P^*\) at zero mean field, and \(\mathbf D_1=\varepsilon_0\varepsilon\mathbf E_1+\mathbf P^*\). For a curl-free and a divergence-free field, the volume average of the product is the product of averages. Thus \(\int\mathbf D_1\cdot\hat{\mathbf e}\,dV=V\langle\mathbf D_1\rangle\cdot\hat{\mathbf z}\) and \(\int\mathbf E_1\cdot\varepsilon_0\varepsilon\hat{\mathbf e}\,dV=0\). Subtraction gives \(V\langle\mathbf D_1\rangle\cdot\hat{\mathbf z}=\int\mathbf P^*\cdot\hat{\mathbf e}\,dV\), so the distortion adds the integral of \(\mathbf P^*\) times a dipole field. With \(x=R/r\) and \(\theta\) the angle from \(\mathbf u\), the source of \(\mathbf P^*\) is

\[
\mathbf G=(\mathbf w\cdot\nabla)\frac{\mathbf n}{r^2}-\frac12\boldsymbol\omega_v\times\frac{\mathbf n}{r^2},\qquad
G_r=\frac{2ua\cos\theta}{r^3},\quad G_\theta=\frac{ub\sin\theta}{r^3},
\]

where \(a=1-\tfrac32x+\tfrac12x^3\) and \(b=1-\tfrac32x-\tfrac14x^3\). The dipole field is proportional to \(x^3(2\cos\theta,\sin\theta)\), so the extra term is proportional to

\[
\int_0^1x^2\Big(\frac43a+\frac23b\Big)dx=\int_0^1\Big(2x^2-3x^3+\frac{x^5}{2}\Big)dx=\frac23-\frac34+\frac1{12}=0 .
\]

The first half is therefore unaffected by the interior permittivity at this order, and by reciprocity so is the second.

The same \(\mathbf G\) gives the leading dielectric friction \(\zeta_D\), an additional drag that (1) neglects. The dissipated power density is the conjugate force \(\mathbf P^*/(\varepsilon_0\Delta)\) times the relaxation rate \(\mathbf P^*/\tau_D\), with \(\mathbf P^*=-\tau_D\Delta q\mathbf G/(4\pi\varepsilon_s)\). A small change of the Stokes flow alters viscous dissipation only at second order, so

\[
\zeta_D=\int\frac{|\mathbf P^*|^2}{\varepsilon_0\Delta\tau_Du^2}dV
=\frac{q^2\tau_D\Delta}{4\pi\varepsilon_0\varepsilon_s^2R^3}\int_0^1x^2\Big(\frac43a^2+\frac23b^2\Big)dx .
\]

The bracket is \(2-6x+\tfrac92x^2+x^3-\tfrac32x^4+\tfrac38x^6\), and the integral is \(\tfrac23-\tfrac32+\tfrac9{10}+\tfrac16-\tfrac3{14}+\tfrac1{24}=\tfrac{17}{280}\).

Take a monovalent salt at 0.10 mol/L with both ion radii 0.20 nm, \(\varepsilon_s=78\), \(\varepsilon_\infty=5\), \(\tau_D=8.0\) ps, \(\eta=0.90\) mPa s and \(T=298\) K. These are rough values for a dilute aqueous alkali-halide solution near room temperature. Each species has density 0.0602 nm\(^{-3}\), and the Stokes friction is \(3.39\times10^{-12}\) kg/s, so \(\sigma=0.911\) S/m, or 9.11 mS/cm. Then \(\sigma\tau_D/\varepsilon_0=0.823\) and \(\Delta/\varepsilon_s=73/78=0.936\), and

\[
\delta\varepsilon=-0.823\times0.936=-0.77,
\]

with \(-0.385\) from each half. This is the change relative to the pure solvent at the same frequency, a slope of \(-7.7\) per mol/L; measured from the static value 78 it would give 77.2.

The window runs from \(1.3\times10^9\) to \(1.25\times10^{11}\) rad/s. At its geometric mean, \(\omega=1.28\times10^{10}\) rad/s (2.0 GHz), \((\omega\tau_D)^2\) is about 0.01. This changes the kinetic decrement by only 1%, but the pure solvent itself has already dropped by \(\Delta(\omega\tau_D)^2\approx0.76\), as much as the whole decrement, so the solvent's dispersion must be subtracted first. The ion atmosphere still responds a little there. To size this for equal mobilities, let \(c\) and \(m\) be Fourier amplitudes of the fluctuations in the difference and the sum of the two ion densities, \(N\) the total ion density, \(D\) the diffusion coefficient, \(b_E=qD/k_BT\) and \(\kappa^2=Nq^2/(\varepsilon_0\varepsilon_sk_BT)\). Apart from noise,

\[
\dot c=-D(k^2+\kappa^2)c-ib_Ek_zE\,m,\qquad \dot m=-Dk^2m-ib_Ek_zE\,c .
\]

At equilibrium, per unit volume, \(\langle|m|^2\rangle=N\) and \(\langle|c|^2\rangle=Nk^2/(k^2+\kappa^2)\). Their difference drives the cross-correlation:

\[
\langle cm^*\rangle=\frac{-ib_Ek_zEN\kappa^2}{(k^2+\kappa^2)\,[D(2k^2+\kappa^2)-i\omega]} .
\]

The fluctuating field is \(-i\mathbf kqc/(\varepsilon_0\varepsilon_sk^2)\), and its correlation with \(m\) gives an extra current. Dividing by \(qb_ENE\), averaging \(k_z^2/k^2\) to \(1/3\), and using the Bjerrum length \(l_B=q^2/(4\pi\varepsilon_0\varepsilon_sk_BT)\) with \(s=1-i\omega/(D\kappa^2)\),

\[
\frac{\delta\sigma}{\sigma}=-\frac{2l_B\kappa^2}{3\pi}\int_0^\infty\frac{k^2\,dk}{(k^2+\kappa^2)(2k^2+s\kappa^2)}
=-\frac{l_B\kappa}{6\,(1+\sqrt{s/2})},
\]

because \(\int_0^\infty k^2dk/[(k^2+A^2)(k^2+B^2)]=\pi/[2(A+B)]\). With \(l_B=0.72\) nm and \(1/\kappa=0.96\) nm, the imaginary part contributes \(-\sigma\,\mathrm{Im}(\delta\sigma/\sigma)/(\omega\varepsilon_0)=+0.16\) to the permittivity, offsetting about a fifth of the kinetic decrement at this frequency. The offset grows quickly toward the lower edge: the same formula gives \(+0.52\) at three times the edge and \(+0.96\), more than the decrement itself, at the edge. With \(l_B\kappa=0.75\) this point-ion formula is itself only a rough guide. The real part lowers \(\sigma\) by 3.6%.

This estimate omits the backflow driven by the oppositely charged atmosphere. Relative to the Stokes velocity that effect is of order \(\kappa R=0.20/0.96\approx0.21\), and it has a definite sign. A Debye–Hückel atmosphere with closest approach between \(R\) and \(2R\) lowers the drift velocity and the turning integral by the same 15 to 17%. Backflow, atmosphere response and dielectric friction all shrink the decrement, together to roughly \(-0.45\) at this concentration and frequency, so \(-0.77\) is too large in magnitude by about 40% of itself. Dielectric friction is 5% of Stokes friction. Fluid inertia changes the flow response at wavenumber \(k\) from \(1/(\eta k^2)\) to \(1/(\eta k^2-i\omega\rho)\), with \(\rho\) the mass density. The field pulls an ion one way and its atmosphere the other, and together they carry the fraction \(k^2/(k^2+\kappa^2)\) of the ion's charge. For \(\sqrt{\omega\rho/\eta}\ll\kappa\) the ion velocity therefore changes by

\[
\frac{2}{3}\,\frac{qE}{2\pi^2\eta}\int_0^\infty\frac{(i\omega\rho/\eta)\,k^2\,dk}{(k^2+\kappa^2)(k^2-i\omega\rho/\eta)}\approx\frac{qE}{6\pi\eta R}\,\frac{i\omega\rho R}{\kappa\eta}.
\]

The characteristic time \(\rho R/(\kappa\eta)\) is about 0.21 ps for \(\rho=1000\) kg/m\(^3\), about 3% of \(\tau_D\). The ion is treated as a point without mass here, so this is an order of magnitude.

By (5), the part of the turning integral beyond radius \(r\) is \(R/r\), so half of it arises between \(R\) and \(2R\), where a continuum is least secure. Saturation was sized with Langevin dipoles at 33 nm\(^{-3}\), their moment fixed by \(\varepsilon_0\Delta\). This effective moment is 0.097 e nm, or 4.7 D, well above the 1.85 D (gas) to about 3 D (liquid) of a water molecule, so the model probably understates saturation. The field at the ion surface rises from 0.46 to 0.58 V/nm, yet the turning integral changes by only 0.3%. Weighting \(\mathbf P^*\) with the local field \(\hat{\mathbf e}\) of the saturated shell makes the first half about 1% smaller. If the saturation polarization is set by a moment of 2.95 to 1.85 D at the same linear permittivity, the first half is 3 to 12% smaller. Gauss's law fixes \(D\), and the slow polarization \(D-\varepsilon_0\varepsilon_\infty E\) carries most of it in either case. A changed relaxation time near the ion is not covered by this estimate.

The same dipoles give the equilibrium decrement. A weak additional field sees the radial permittivity \(\varepsilon_r=\varepsilon_0^{-1}dD/dE\) and the tangential permittivity \(\varepsilon_t=D/(\varepsilon_0E)\). Its potential \(f(r)\cos\theta\) obeys \((r^2\varepsilon_rf')'=2\varepsilon_tf\), and the dipole part of \(f\) at large \(r\) gives the change of permittivity per ion. With interior permittivity 2 the result is about \(-0.7\), against \(-0.45\) for displaced volume alone. This value is sensitive to the saturation ceiling: for moments of 2.95, 2.4 and 1.85 D at the same linear permittivity it becomes about \(-1.2\), \(-1.5\) and \(-2.2\).

For real aqueous alkali halides the total decrement is of the order of 10 per mol/L at low concentration and varies with the salt. The model's two parts add to about \(-1.5\) at 0.10 mol/L, the same order of magnitude. With backflow, atmosphere response and molecular structure near the ion left out, this closeness does not validate either part. For the 0.20 nm ions taken here, the leading-order kinetic part is comparable to the equilibrium part for the 4.7 D effective dipoles; with a lower saturation ceiling, or with the corrections above, the equilibrium part is the larger. In the model the balance depends on ion size: the kinetic part falls as \(1/R\), while the displaced volume grows as \(R^3\). In real solutions the radius that sets the drag need not follow the bare ion size: lithium ions are smaller than potassium ions, yet move more slowly in water. Where the kinetic part is appreciable in a real solution, assigning the whole measured decrement to immobilized solvent would overestimate how much solvent is bound. The values of the basic worked example are in the numerical output.

## Table of computed values

```
Drag / (eta R u), quadrature: 18.84956 (6 pi = 18.84956)
Turning integral / (Delta q u/eps_s): -0.500000
Shell-summed convection, same unit: -0.333333
Cavity distortion integral, same unit: 0.000000
Share of turning integral from r < 2R: 0.5000
Force / (q P*/(eps0 eps_s)), total: 0.500000
  electric stress plus its pressure: 0.000000
  torque pressure: 0.166667
  antisymmetric traction: 0.333333
Friction integral: 0.060714 (17/280 = 0.060714)
Inputs: eps_s = 78, eps_inf = 5, eps_ion = 2
Inputs: T = 298 K, tau_D = 8.0 ps, eta = 0.90 mPa s
Inputs: salt = 0.10 mol/L, ion radius = 0.20 nm
Inputs: mass density = 1000 kg/m3
Inputs: solvent density = 33 per nm3
Density of each ion species: 0.06022 per nm3
Stokes friction: 3.3929e-12 kg/s
Ion mobility: 4.722e-04 cm2/Vs
Conductivity sigma: 0.9112 S/m = 9.112 mS/cm
sigma tau_D / eps0: 0.8233
(eps_s - eps_inf)/eps_s: 0.9359
Decrement from turned polarization: -0.3853
Decrement from force on ions: -0.3853
Total kinetic decrement: -0.7705
Kinetic decrement per mol/L: -7.705 L/mol
Permittivity with kinetic part only: 77.229
Ion diffusion coefficient: 1.213e-05 cm2/s
Debye length: 0.9587 nm
Bjerrum length: 0.7189 nm
Lower window edge sigma/(eps0 eps_s): 1.319e+09 rad/s
Upper window edge 1/tau_D: 1.250e+11 rad/s
Chosen omega: 1.284e+10 rad/s, frequency 2.044 GHz
omega tau_D: 0.1027, squared: 0.01056
Ion-atmosphere change of eps at omega: +0.1617
Ion-atmosphere change of sigma at omega: -3.60 %
Dielectric friction / Stokes friction: 4.95 %
Inertia time rho R lambda/eta: 0.213 ps
Inertia time / tau_D: 2.66 %
Effective Langevin dipole: 0.0970 e nm
Field at ion surface, saturated: 0.583 V/nm
Field at ion surface, linear: 0.462 V/nm
Dipole energy at surface / kT: 2.204
Saturated / linear turning integral: 0.9969
Equilibrium decrement, ion volume only: -0.4543
Equilibrium decrement, with saturation: -0.7188
Equilibrium / kinetic decrement: 0.933
```
